# The square-root terminator of the recursion method: verification in Python

```python
"""Square-root terminator of the recursion (Lanczos) method.

Result under test: for a density of states on one interval [E_low, E_top],
with mild regularity, the recursion coefficients obey
    a_n -> a = (E_low + E_top)/2,    b_n -> b = (E_top - E_low)/4,
and the constant tail of the continued fraction is
    t(E) = [E - a - sqrt(E-a-2b) sqrt(E-a+2b)] / (2 b^2).
Arrays: a[n] holds a_n (n = 0, 1, ...), b[n] holds b_(n+1).
Energies are in eV for the cubic lattice, dimensionless for model densities.
"""
import itertools
import numpy as np
from scipy.linalg import solve_banded, solve_toeplitz


def recursion(apply_h, start, levels, reorthogonalise=False):
    """Three-term recursion from the given start vector."""
    a, b, basis = [], [], []
    current = start / np.linalg.norm(start)
    previous, beta = np.zeros_like(current), 0.0
    for _ in range(levels):
        if reorthogonalise:
            basis.append(current)
        new = apply_h(current) - beta * previous
        alpha = np.vdot(current, new)
        new = new - alpha * current
        for q in basis:
            new = new - np.vdot(q, new) * q
        beta = np.linalg.norm(new)
        a.append(alpha)
        b.append(beta)
        previous, current = current, new / beta
    return np.array(a), np.array(b)


def terminator(z, centre, quarter):
    z = np.asarray(z, dtype=complex)
    root = np.sqrt(z - centre - 2*quarter) * np.sqrt(z - centre + 2*quarter)
    return (z - centre - root) / (2 * quarter**2)


def green(z, a, b, tail):
    """Continued fraction with len(a) exact levels and a given tail."""
    g = tail
    for alpha, beta in zip(a[::-1], b[::-1]):
        g = 1 / (z - alpha - beta**2 * g)
    return g


# ---- Part 1: the convergence proof on an asymmetric model density ----------
# density proportional to (2+x)(1+x^2/2) on [-2,2]; the limits are 0 and 1
def shape(x):
    return (2 + x) * (1 + x**2 / 2)


nodes, weights = np.polynomial.legendre.leggauss(200)
x_nodes, x_weights = 2 * nodes, 2 * weights
total = np.sum(x_weights * shape(x_nodes))
a_mod, b_mod = recursion(lambda v: x_nodes * v,
                         np.sqrt(x_weights * shape(x_nodes)), 61, True)
assert abs(a_mod[60]) < 5e-4 and abs(b_mod[59] - 1) < 2e-4

points = 8192
theta = (np.arange(points) + 0.5) * 2 * np.pi / points
z = np.exp(1j * theta)
x = 2 * np.cos(theta)
f = 2 * np.pi * shape(x) / total * np.abs(np.sin(theta))
r = 2 - np.sqrt(3)
gamma = np.pi / total / (2 * r)          # square of D at the disc centre
D = np.sqrt(gamma) * (1 + z) * np.sqrt(1 - z**2) * (1 + r * z**2)
assert np.allclose(np.abs(D)**2, f, atol=1e-10)
gamma_mean = np.exp(np.mean(np.log(f)))
# midpoint sums of the logarithmic edge singularities converge as 1/points
assert abs(gamma_mean / gamma - 1) < 2e-3

proof = {}
for n in (15, 60):
    p_old, p_new = np.zeros_like(x), np.ones_like(x)
    for k in range(n):
        b2 = b_mod[k-1]**2 if k else 0.0
        p_old, p_new = p_new, (x - a_mod[k]) * p_new - b2 * p_old
    norm2 = np.prod(b_mod[:n]**2)
    assert abs(np.mean(p_new**2 * f) / norm2 - 1) < 1e-4
    overlap = np.mean(z**(2*n) * D / D.conj()).real
    lower = 2 * gamma / (1 + overlap)
    assert norm2 >= lower * (1 - 1e-5)
    limit_form = np.sqrt(gamma) * (z**(-n) + z**n * D / D.conj())
    residual = np.mean(np.abs(p_new * D - limit_form)**2) / (2 * gamma)
    proof[n] = (norm2, lower, overlap, residual)
assert abs(proof[60][0] / (2 * gamma) - 1) < 0.01
assert proof[60][3] < 0.01 and proof[60][3] < proof[15][3]

# upper bound from a trial polynomial built on g of degree 40 with g(0) = 1
degree = 40
fourier = np.array([np.mean(f * np.cos(k * theta)) for k in range(degree + 1)])
unit = np.zeros(degree + 1)
unit[0] = 1
g_coef = solve_toeplitz(fourier, unit)
g_coef = g_coef / g_coef[0]
g_val = np.polynomial.polynomial.polyval(z, g_coef)
trial = np.mean((2 * (z**(-60) * g_val).real)**2 * f)
assert proof[60][0] <= trial < 1.15 * 2 * gamma

# a gap destroys convergence: uniform density on [-2,-1] and [1,2]
x_gap = np.concatenate([-1.5 + nodes / 2, 1.5 + nodes / 2])
w_gap = np.concatenate([weights, weights])
a_gap, b_gap = recursion(lambda v: x_gap * v, np.sqrt(w_gap), 60, True)
assert np.allclose(np.sort(b_gap[-2:]), [0.5, 1.5], atol=0.01)

# ---- Part 2: cubic lattice with first and second neighbour hopping ---------
t1, t2 = 1.0, 0.1


def dispersion(c1, c2, c3):
    return -2*t1*(c1 + c2 + c3) - 4*t2*(c1*c2 + c1*c3 + c2*c3)


# the dispersion is linear in each cosine, so its extremes lie at corners
corners = [dispersion(*c) for c in itertools.product((-1, 1), repeat=3)]
e_low, e_top = min(corners), max(corners)
centre, quarter = (e_low + e_top) / 2, (e_top - e_low) / 4

half = 64    # octant of a shifted 128^3 mesh: moments below order 128 exact
cosk = np.cos((np.arange(half) + 0.5) * np.pi / half)
energy = dispersion(cosk[:, None, None], cosk[None, :, None],
                    cosk[None, None, :]).ravel()
assert e_low < energy.min() < e_low + 0.05
assert e_top - 0.05 < energy.max() < e_top
levels = 60
a, b = recursion(lambda v: energy * v, np.ones_like(energy), levels)


def neighbours(psi, axis):
    return np.roll(psi, 1, axis) + np.roll(psi, -1, axis)


def hop(psi):
    s0, s1, s2 = (neighbours(psi, axis) for axis in range(3))
    second = neighbours(s0, 1) + neighbours(s0, 2) + neighbours(s1, 2)
    return -t1 * (s0 + s1 + s2) - t2 * second


site = np.zeros((44, 44, 44))
site[0, 0, 0] = 1
a_real, b_real = recursion(hop, site, 20)
real_space_diff = max(np.max(np.abs(a_real - a[:20])),
                      np.max(np.abs(b_real - b[:20])))
assert real_space_diff < 1e-8

dev_a, dev_b = np.abs(a - centre), np.abs(b - quarter)
assert dev_a[50:].max() < 0.05 and dev_b[50:].max() < 0.05
assert dev_a[50:].max() < 0.5 * dev_a[:8].max()
assert dev_b[50:].max() < 0.5 * dev_b[:8].max()

# terminator against the resolvent of a long uniform chain
chain = 3000
rhs = np.zeros(chain, dtype=complex)
rhs[0] = 1
for point in (-9 + 0.2j, -3 + 0.2j, 1 + 0.2j, 7 + 0.2j):
    band = np.full((3, chain), -quarter, dtype=complex)
    band[1] = point - centre
    direct = solve_banded((1, 1), band, rhs)[0]
    assert abs(direct - terminator(point, centre, quarter)) < 1e-9

# moments kept by six exact levels followed by the constant tail
keep = 6
diag = np.concatenate([a[:keep], np.full(14, centre)])
off = np.concatenate([b[:keep], np.full(13, quarter)])
matrix = np.diag(diag) + np.diag(off, 1) + np.diag(off, -1)
vector = np.eye(20)[0]
moments = []
for _ in range(2 * keep + 2):
    moments.append(vector[0])
    vector = matrix @ vector
exact_moments = [np.mean(energy**m) for m in range(2 * keep + 2)]
assert np.allclose(moments[:-1], exact_moments[:-1], rtol=1e-9, atol=1e-9)
moment_error = moments[-1] - exact_moments[-1]
predicted_error = np.prod(b[:keep]**2) * (centre - a[keep])
assert np.isclose(moment_error, predicted_error, rtol=1e-5, atol=1e-2)

# Green function slightly above the real axis, against the direct k sum
eta = 0.3
z_grid = np.linspace(e_low, e_top, 25) + 1j * eta
g_exact = np.array([np.mean(1 / (point - energy)) for point in z_grid])
tail_grid = terminator(z_grid, centre, quarter)
err_cut = np.max(np.abs(green(z_grid, a[:20], b[:20], 0) - g_exact))
err_20 = np.max(np.abs(green(z_grid, a[:20], b[:20], tail_grid) - g_exact))
err_60 = np.max(np.abs(green(z_grid, a, b, tail_grid) - g_exact))
assert err_20 < 0.5 * err_cut and err_60 < 1e-3


def density(e, count):
    """Terminated density from the orthonormal polynomials."""
    e = np.asarray(e, dtype=float)
    p_prev, p_cur = np.zeros_like(e), np.ones_like(e)
    for k in range(count):
        lower_b = b[k-1] if k else 0.0
        p_prev, p_cur = p_cur, ((e - a[k])*p_cur - lower_b*p_prev) / b[k]
    tail = terminator(e, centre, quarter)
    root = np.sqrt(4 * quarter**2 - (e - centre)**2)
    return root / (2*np.pi*quarter**2
                   * np.abs(p_cur - b[count-1] * tail * p_prev)**2)


def integrated(e, count):
    phi_max = np.arccos(np.clip((centre - e) / (2 * quarter), -1, 1))
    s, w = np.polynomial.legendre.leggauss(400)
    phi = phi_max * (s + 1) / 2
    values = density(centre - 2*quarter*np.cos(phi), count)
    return np.sum(w * phi_max / 2 * values * 2 * quarter * np.sin(phi))


# reference: one momentum integrated analytically, two on a fine mesh
c = np.cos((np.arange(800) + 0.5) * np.pi / 800)
c2, c3 = c[:, None], c[None, :]
offset = -2*t1*(c2 + c3) - 4*t2*c2*c3
slope = 2*t1 + 4*t2*(c2 + c3)


def band_count(e):
    return np.mean(np.arccos(np.clip((offset - e) / slope, -1, 1))) / np.pi


test_energies = np.array([-5.0, -3.0, 0.5, 3.5])
for count in (5, 20, 60):
    tail = terminator(test_energies, centre, quarter)
    from_g = -green(test_energies, a[:count], b[:count], tail).imag / np.pi
    assert np.allclose(density(test_energies, count), from_g, rtol=1e-7)
step = 0.05
reference = np.array([(band_count(e + step) - band_count(e - step)) / (2*step)
                      for e in test_energies])
assert np.max(np.abs(density(test_energies, 60) - reference)) < 3e-3
counts = [(e, integrated(e, 60), band_count(e)) for e in test_energies]
assert all(abs(row[1] - row[2]) < 2e-3 for row in counts)
weight_in_band = integrated(e_top, 60)
assert abs(weight_in_band - 1) < 1e-3

# ---- Output ----------------------------------------------------------------
print("MODEL DENSITY (2+x)(1+x^2/2) on [-2,2], dimensionless")
print(f"a_60 = {a_mod[60]:.6f}, b_60 = {b_mod[59]:.6f}")
print(f"2*Gamma = {2*gamma:.6f}")
for n in (15, 60):
    v = proof[n]
    print(f"n={n}: norm^2 = {v[0]:.6f}, lower bound = {v[1]:.6f}")
    print(f"n={n}: overlap eps_n = {v[2]:.6f}, rel. residual = {v[3]:.6f}")
print(f"trial upper bound, n=60, degree {degree}: {trial:.6f}")
print(f"two bands [-2,-1],[1,2]: b_59 = {b_gap[58]:.4f}, "
      f"b_60 = {b_gap[59]:.4f}")
print("CUBIC LATTICE BAND")
print(f"t1 = {t1:.2f} eV, t2 = {t2:.2f} eV")
print(f"band edges: {e_low:.4f} eV and {e_top:.4f} eV")
print(f"interior corner energies: {sorted(set(np.round(corners, 6)))[1]:.4f}"
      f" eV and {sorted(set(np.round(corners, 6)))[2]:.4f} eV")
print(f"centre a = {centre:.4f} eV, quarter width b = {quarter:.4f} eV")
for n in (0, 1, 2, 3, 4, 5, 10, 20, 30, 40, 50, 59):
    print(f"n={n:2d}: a_n = {a[n]:.5f} eV, b_(n+1) = {b[n]:.5f} eV")
print(f"largest |a_n - a|, n=50..59: {dev_a[50:].max():.5f} eV")
print(f"largest |b_n - b|, n=51..60: {dev_b[50:].max():.5f} eV")
print(f"real-space vs k-mesh, 20 levels: {real_space_diff:.1e} eV")
print(f"moment 13 error, 6 levels: {moment_error:.2f} eV^13, "
      f"predicted {predicted_error:.2f} eV^13")
print(f"largest Green function error at eta = {eta:.2f} eV, in 1/eV:")
print(f"  20 levels, cut off:    {err_cut:.2e}")
print(f"  20 levels, terminated: {err_20:.2e}")
print(f"  60 levels, terminated: {err_60:.2e}")
print("density in 1/eV: 5, 20, 60 levels; direct band integration")
for i, e in enumerate(test_energies):
    d5, d20, d60 = (float(density(e, m)) for m in (5, 20, 60))
    print(f"  E={e:5.2f} eV: {d5:.5f} {d20:.5f} {d60:.5f}; {reference[i]:.5f}")
print("integrated density (states): 60 levels; direct")
for e, value, ref in counts:
    print(f"  E={e:5.2f} eV: {value:.5f}; {ref:.5f}")
print(f"terminated weight inside the band: {weight_in_band:.6f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
MODEL DENSITY (2+x)(1+x^2/2) on [-2,2], dimensionless
a_60 = 0.000133, b_60 = 0.999966
2*Gamma = 0.879344
n=15: norm^2 = 0.892830, lower bound = 0.879344
n=15: overlap eps_n = 0.000000, rel. residual = 0.015331
n=60: norm^2 = 0.882930, lower bound = 0.879344
n=60: overlap eps_n = -0.000000, rel. residual = 0.004068
trial upper bound, n=60, degree 40: 0.930196
two bands [-2,-1],[1,2]: b_59 = 1.5000, b_60 = 0.5001
CUBIC LATTICE BAND
t1 = 1.00 eV, t2 = 0.10 eV
band edges: -7.2000 eV and 4.8000 eV
interior corner energies: -1.6000 eV and 2.4000 eV
centre a = -1.2000 eV, quarter width b = 3.0000 eV
n= 0: a_n = -0.00000 eV, b_(n+1) = 2.47386 eV
n= 1: a_n = -1.18431 eV, b_(n+1) = 3.01238 eV
n= 2: a_n = -1.30976 eV, b_(n+1) = 3.00724 eV
n= 3: a_n = -1.04256 eV, b_(n+1) = 3.02703 eV
n= 4: a_n = -1.29391 eV, b_(n+1) = 2.96616 eV
n= 5: a_n = -1.17923 eV, b_(n+1) = 3.00887 eV
n=10: a_n = -1.20508 eV, b_(n+1) = 3.00360 eV
n=20: a_n = -1.19295 eV, b_(n+1) = 3.00427 eV
n=30: a_n = -1.19240 eV, b_(n+1) = 3.00099 eV
n=40: a_n = -1.19689 eV, b_(n+1) = 2.99963 eV
n=50: a_n = -1.20020 eV, b_(n+1) = 3.00033 eV
n=59: a_n = -1.20001 eV, b_(n+1) = 2.99937 eV
largest |a_n - a|, n=50..59: 0.00334 eV
largest |b_n - b|, n=51..60: 0.00086 eV
real-space vs k-mesh, 20 levels: 6.0e-15 eV
moment 13 error, 6 levels: 3001.03 eV^13, predicted 3001.03 eV^13
largest Green function error at eta = 0.30 eV, in 1/eV:
  20 levels, cut off:    1.09e-01
  20 levels, terminated: 6.64e-04
  60 levels, terminated: 3.05e-06
density in 1/eV: 5, 20, 60 levels; direct band integration
  E=-5.00 eV: 0.03066 0.03035 0.03033; 0.03033
  E=-3.00 eV: 0.06108 0.06102 0.06114; 0.06121
  E= 0.50 eV: 0.14157 0.14605 0.14494; 0.14508
  E= 3.50 eV: 0.07029 0.07219 0.07267; 0.07264
integrated density (states): 60 levels; direct
  E=-5.00 eV: 0.03943; 0.03943
  E=-3.00 eV: 0.12761; 0.12761
  E= 0.50 eV: 0.53625; 0.53625
  E= 3.50 eV: 0.94154; 0.94154
terminated weight inside the band: 1.000000
ALL CHECKS PASSED
```
